# Notching at an insulating stop layer and the role of ion energy

A feature-scale calculation of overetching needs an early decision: when the ion energy is changed, may the potential of the exposed oxide be kept from the previous run, or must the charging be solved again? Kept fixed, the potential gives an ion deflection that, as long as it is small, falls as the inverse of the ion energy. Solved again, it gives a weaker fall, and in a deep slot almost none. The predicted notch depends on this choice, so the two cases are treated separately here.

## What happens when the film clears

Consider a slot of width $w$ and depth $h$ between two conducting lines standing on an insulator. While conducting film still covers the floor, charge arriving there can flow to the lines. Once the film has cleared, charge landing on the insulator stays where it lands.

Ions and electrons arrive differently. The ions have been accelerated through the sheath and enter nearly vertically. The electrons enter over a wide range of angles, and many strike a wall first.

The size of this shading follows from geometry. In the plane of the slot, the flux of a Maxwellian gas through the mouth is weighted by the vertical speed, so its normalized distribution in the angle $\theta$ from the vertical is $\tfrac12\cos\theta\,d\theta$. An electron entering at distance $s$ from one wall, with no field present, reaches the floor if its horizontal travel $h\tan\theta$ does not exceed $s$ towards that wall or $w-s$ towards the other. Integrating over angle gives

$$
\frac12\left[\frac{s}{\sqrt{s^2+h^2}}+\frac{w-s}{\sqrt{(w-s)^2+h^2}}\right].
$$

The two terms have equal averages over $s$. With $A=h/w$, the electron share of the floor is therefore

$$
\frac1w\int_0^w\frac{s\,ds}{\sqrt{s^2+h^2}}
=\frac{\sqrt{w^2+h^2}-h}{w}=\sqrt{1+A^2}-A .
$$

This is 0.41 for $A=1$ and 0.16 for $A=3$. Vertical ions all reach an uncharged floor. If equal ion and electron fluxes enter the mouth, the floor gains positive charge, and its potential rises until it turns away enough ions and attracts enough electrons. The ions turned aside can strike the feet of the lines, where they cut the notch.

## The field that bends the ions

Let $x$ be measured from the slot axis and $y$ upwards from the floor. The floor has a uniform potential $V_0>0$, and the walls and the distant mouth are at zero. The model is two-dimensional and collisionless, the ions carry charge $+e$, and walls absorb what strikes them. With $X=\pi x/w$ and $Y=\pi y/w$, the potential is

$$
\phi=\frac{2V_0}{\pi}\arctan\frac{\cos X}{\sinh Y}.
$$

It vanishes at the walls, where $\cos X=0$, and tends to $V_0$ at the floor. To see that it obeys Laplace's equation, put $q=e^{-Y+iX}$, an analytic function of $x+iy$. The addition formula for the arctangent gives

$$
2\,\mathrm{Re}\arctan q=\arctan\frac{q+\bar q}{1-q\bar q}
=\arctan\frac{2e^{-Y}\cos X}{1-e^{-2Y}}
=\arctan\frac{\cos X}{\sinh Y}.
$$

So $\phi$ is the real part of an analytic function and is harmonic. Its transverse force on an ion is

$$
F_x=-e\frac{\partial\phi}{\partial x}
=\frac{2eV_0}{w}\,\frac{\sin X\sinh Y}{\sinh^2Y+\cos^2X}.
$$

The force has the sign of $x$: the charged floor pushes ions outwards, towards the nearer wall.

## Why a faster ion bends less at fixed potential

An ion of mass $m$ enters vertically with energy $E=mv_0^2/2$. Measure length in units of $w$ and time in units of $w/v_0$. Newton's equation $m\ddot{\mathbf r}=-e\nabla\phi$ is then multiplied by $w/(mv_0^2)=w/(2E)$ and becomes

$$
\boldsymbol\rho''=-\frac u2\nabla_\rho\left(\frac{\phi}{V_0}\right),
\qquad u=\frac{eV_0}{E},
$$

with unit initial speed. The mass has cancelled. For a given shape of slot and potential, the path depends on $u$ alone.

The cause is the time spent in the field. The transverse momentum is force times transit time, which varies as $1/v_0$. Dividing by the forward momentum to obtain an angle brings a second factor $1/v_0$. The deflection therefore varies as $1/v_0^2$, that is, as $1/E$.

For small $u$ the landing point can be found without following the path. To leading order the ion descends on a straight line at speed $v_0$. While crossing $dy$ at height $y$ it gains transverse speed $F_x\,dy/(mv_0)$, which acts for the remaining time $y/v_0$. The displacement at the floor is

$$
\delta=\frac1{mv_0^2}\int_0^\infty yF_x\,dy
=-\frac{e}{2E}M'(x),\qquad M(x)=\int_0^\infty y\phi\,dy .
$$

Laplace's equation replaces $\phi_{xx}$ by $-\phi_{yy}$, and integration by parts gives

$$
M''=-\int_0^\infty y\phi_{yy}\,dy
=-\big[y\phi_y\big]_0^\infty+\int_0^\infty\phi_y\,dy
=0+(0-V_0)=-V_0 .
$$

The bracket vanishes because the field decays exponentially upwards and is finite at the floor away from the corners. By symmetry $M'(0)=0$, so $M'=-V_0x$ and

$$
\delta=\frac{eV_0}{2E}\,x=\frac u2\,x .
$$

At leading order the floor acts as a diverging lens. An ion aimed at $x$ misses the floor if $|x|(1+u/2)>w/2$. To first order the fraction striking the walls is therefore $u/2$. The higher-order terms of $1-1/(1+u/2)$ carry no meaning, since $\delta$ itself is only first order; the integrated fractions below lie above $u/2$, not below it.

## Where the ions strike, and with what energy

Ions that strike a wall start close to it when $u$ is small, so the force at the wall, $2eV_0/(w\sinh Y)$, may be used. By the time an ion has descended to height $y$, its displacement is

$$
D(y)=\frac uw\int_y^\infty\frac{y'-y}{\sinh(\pi y'/w)}\,dy' .
$$

An ion that starts at distance $g$ from the wall strikes where $D(y)=g$. Expanding $1/\sinh Y=2\sum e^{-nY}$ over odd $n$ gives

$$
\int_0^\infty\frac{Y\,dY}{\sinh Y}=2\sum_{n\ \rm odd}\frac1{n^2}=\frac{\pi^2}{4},
\qquad
\int_0^\infty\frac{Y^2\,dY}{\sinh Y}=4\sum_{n\ \rm odd}\frac1{n^3}=\frac{7\zeta(3)}2 .
$$

The first integral gives $D(0)=uw/4$. Two such strips in a slot of width $w$ again make the fraction $u/2$. Since $g$ is uniformly distributed from 0 to $D(0)$, the mean strike height is the area under $D(y)$ divided by $D(0)$. Exchanging the order of integration turns $\int_y^\infty(y'-y)\,dy'$ into a weight $y'^2/2$, so

$$
\bar y=\frac1{D(0)}\int_0^\infty D\,dy
=\frac{4}{uw}\cdot\frac{u}{2w}\left(\frac w\pi\right)^3\frac{7\zeta(3)}2
=\frac{7\zeta(3)}{\pi^3}\,w\approx0.27\,w .
$$

The ion energy has cancelled. At leading order a higher energy reduces the number of strikes but leaves their mean height unchanged; the slot width sets it.

Because the wall and the mouth are at the same potential, the ion regains at the wall whatever energy it lost on the way and strikes with its full energy $E$. The energy delivered to the walls per entering ion is therefore

$$
\frac u2E=\frac{eV_0}{2}
$$

to leading order, independent of $E$. If each strike removes material with yield $\mathcal Y(E)$, the removal per entering ion varies as $\mathcal Y(E)/E$, before any dependence on angle. Weaker bending reduces notching at fixed $V_0$ if the yield grows more slowly than $E$. A yield with a threshold, $\sqrt E-\sqrt{E_{\rm th}}$, does so only above $4E_{\rm th}$; below that energy the removal still rises with $E$.

## Why the outermost line is favoured

The symmetric slot sends equal numbers of ions to both feet. The outermost line of a group also faces open ground, where electrons are less shaded, and can become more negative than its neighbour. Let it form the right wall, with potential $-U$ up to height $H$ and zero above. The equation $M''=-V_0$ still holds, but now

$$
M(w/2)=-U\int_0^H y\,dy=-\frac{UH^2}2,\qquad M(-w/2)=0 .
$$

Write $M'=-V_0x+c$. Integrating across the slot removes the odd term and leaves $cw=-UH^2/2$. Hence

$$
\delta=\frac e{2E}\left(V_0x+\frac{UH^2}{2w}\right).
$$

The added shift, $eUH^2/(4Ew)$, points towards the edge line. It equals the deflection by a uniform field $U/w$ acting over a length $H$, and it too falls as $1/E$. This places the stronger attack on the inner foot of the outermost line.

## How large: fixed potential

Take $w=0.5$ µm and $V_0=15$ V. The values below come from stepwise integration of the full ion paths, with the grounded mouth at height $3w$.

| $E$ (eV) | $u/2$ | wall fraction | mean angle to wall |
|---:|---:|---:|---:|
| 20 | 0.375 | 0.46 | 32° |
| 40 | 0.188 | 0.194 | 12.6° |
| 80 | 0.094 | 0.094 | 5.8° |
| 160 | 0.047 | 0.047 | 3.0° |

At 40 eV, $u/2=15/(2\times40)=0.188$, within about 3% of the integrated fraction. At 20 eV the first-order value is too low by nearly a fifth of the integrated one: the floor takes away three quarters of the ion's energy, and the straight-path assumption fails.

The mean strike height is 134 nm at both 80 and 160 eV, against $0.2714\times500=136$ nm from the small-$u$ formula; at 160 eV most of the gap is due to the grounded mouth at $3w$, which the formula places at infinity. At 20 eV it is 114 nm. The energy delivered to the walls per entering ion is 9.2, 7.8, 7.5 and 7.5 eV in order of rising $E$, approaching $eV_0/2=7.5$ eV. An eightfold rise in ion energy cuts the number of strikes tenfold, but the delivered energy by less than a fifth.

For an edge line at $-5$ V over $H=0.3$ µm, the extra shift at 40 eV is

$$
\frac{5\times0.3^2}{4\times40\times0.5}\ \text{µm}=5.6\ \text{nm}.
$$

For comparison, the floor charge displaces an ion aimed close to the wall by about $uw/4=47$ nm.

## When the floor sets its own potential

An insulating floor is not held at 15 V. Let $F_i(u)$ be the share of entering ions that land on it, and $s_e$ the corresponding electron share, which depends on $eV_0/T_e=uE/T_e$, with the electron temperature $T_e$ expressed as an energy. For equal ion and electron fluxes at the mouth, zero total floor current requires

$$
F_i(u)=s_e\!\left(\frac{uE}{T_e}\right).
$$

This balances the floor as a whole; a real insulator balances point by point and acquires a nonuniform potential. The values of $V_0$ below therefore belong to the averaged model and are not local potentials. In the deep slot a point-by-point balance changes the shares of ions missing the floor by only a few points, but it leaves the axis well below $V_0$ and brings the potential close to $E/e$ off the axis.

A solution exists with $u<1$. For vanishing $u$ every ion lands. At the other end, an ion reaching the floor has kinetic energy $E-eV_0=E(1-u)$, which must cover its transverse motion. Near the axis the transverse speed is proportional to the starting distance $x$, so the largest $|x|$ that can land varies as $\sqrt{1-u}$, and $F_i$ vanishes in the same way. Between these limits $F_i$ must meet an electron share lying between 0 and 1.

In the computed slots, $F_i$ falls with $u$ and $s_e$ rises with the floor potential. Now raise $E$ at fixed $T_e$. If $u$ stayed the same or increased, $uE/T_e$ would increase and so would $s_e$, while $F_i$ would not. The balance would fail, so $u$ must fall. Then $F_i$ rises, $s_e$ must rise with it, and $V_0$ must be larger. The floor potential grows with ion energy, but less than in proportion.

The rise of $s_e$ carries the argument. If the electron share were constant, $u$ would be constant, $V_0$ would grow in proportion to $E$, and raising the ion energy would not weaken the bending.

For $T_e=4$ eV, both shares were computed by tracing ions, and electrons sampled from a Maxwellian flux, through the slot with its mouth grounded. The balance condition was then solved numerically.

| $A$ | $E$ (eV) | $V_0$ (V) | $u$ | ions missing floor |
|---:|---:|---:|---:|---:|
| 1 | 40 | 24 | 0.59 | 26% |
| 1 | 80 | 40 | 0.50 | 21% |
| 1 | 160 | 64 | 0.40 | 16% |
| 3 | 40 | 38 | 0.94 | 73% |
| 3 | 80 | 74 | 0.93 | 70% |
| 3 | 160 | 145 | 0.91 | 67% |

At $A=1$, four times the energy lowers $u$ by a third, where a fixed potential would lower it by three quarters. At $A=3$, $u$ falls by about 3%.

The grounded mouth matters at $A=1$. In the deep-slot formula the axis potential at $y=w$ is about $(4V_0/\pi)e^{-\pi}\approx0.055\,V_0$, or 3.5 V for $V_0=64$ V, which is close to $T_e/e$. With an open mouth this field would reach above the slot and draw in more electrons, the more so the higher $V_0$. The potentials for $A=1$ are therefore upper estimates, and $u$ would fall faster with ion energy than the table shows. For a periodic array of pitch $2w$ with grounded line tops and open mouths, $V_0$ is about 17, 25 and 32 V and $u$ about 0.44, 0.31 and 0.20 at 40, 80 and 160 eV. At $A=3$ the potential reaching the mouth is only about $10^{-4}V_0$, and the effect is negligible.

The deep slot responds weakly because its electron share stays low. The balance then needs a small $F_i$, which holds $u$ near 1. There $F_i$ varies as $\sqrt{1-u}$ and is steep, so a slight fall in $u$ lets in enough ions to match the rise in the electron share.

The electron share stays low because the attraction does not reach far up. High above the floor, the potential on the axis is close to $(4V_0/\pi)e^{-\pi y/w}$. It equals $T_e/e$ at

$$
y\approx\frac w\pi\ln\frac{4eV_0}{\pi T_e},
$$

which is $0.8w$ for $eV_0/T_e=10$ and $1.25w$ for 40. Most of a slot of depth $3w$ still shades its electrons. The computed electron share rises only from 0.27 to 0.33 between these two values.

## What to do about it

**In the calculation**, solve for the floor potential again whenever ion energy, electron temperature or aspect ratio changes. Keeping it fixed is justified if something other than this current balance holds it, such as leakage or breakdown that caps $V_0$; the $1/E$ law then applies while $u$ is small. Along the surface, such a cap is possible for the largest potentials in the table. With $w=0.5$ µm, 145 V between the middle of the floor and a wall is a mean field of 5.8 MV/cm, and the field is higher near the feet; silicon dioxide breaks down at roughly 10 MV/cm. Across the oxide the cap can come much earlier. If the substrate stays near the potential of the lines, 10 nm of oxide reaches that field at 10 V, below every entry in the table, and the tabulated 24 to 145 V need at least 24 to 145 nm of oxide. The floating-floor results apply only to an insulator that thick. Report the wall flux together with the impact energy, since the flux alone overstates the benefit of faster ions.

**In the process**, raising the ion energy is an uncertain remedy when the floor floats. In the model with $A=3$, going from 40 to 80 eV cuts the share of ions missing the floor only from 73% to 70%. A yield growing as $\sqrt E$ rises by 41% over the same range, so the removal per entering ion would rise by about a third, before any dependence on angle. In a shallow slot with an open mouth $u$ falls faster, and the removal may fall instead. Meanwhile, at $A=3$, $V_0$ nearly doubles. If the substrate potential stays near that of the lines, the voltage across the oxide grows by about the same factor. Weaker bending is thus bought with a greater risk of oxide damage.

Lowering $T_e$ avoids this conflict within the model. The balance depends on $E/T_e$, so 40 eV ions with $T_e=2$ eV have the same $u$ as 80 eV ions with $T_e=4$ eV. With the grounded mouth and $A=1$ this is $u=0.50$, and $V_0$ is 20 V instead of 24 V. Bending and floor potential both decrease. A shallower slot also lowers both: at 40 eV the floor is at 24 V for $A=1$ and 38 V for $A=3$.

These values are for ions of a single energy and direction, and for walls at one potential over their full height. A spread of ion energies lets faster ions land on a floor that stops slower ones, so no single $u$ describes the beam. Negative charge on an insulating mask would repel electrons at the mouth and change the balance. Both belong in a quantitative prediction of notch depth.
